\section*{Projected positions, non-Abelian Berry curvature and Wannier functions in two dimensions, part 1}

(Sections cited here and not found follow in the second part.)

\section{The commutator in k space}

\textbf{Q:} The coordinates $x$ and $y$ are multiplication operators, and they commute. Let $P$ project onto a chosen group of bands. Why should $PxP$ and $PyP$ behave differently from $x$ and $y$?

\textbf{A:} Because a product of the two has a projector between the coordinates. Write $\bar P=1-P$ for the projector onto all other states. Since $P^2=P$,
\begin{equation}
PxP\,PyP=PxPyP=PxyP-Px\bar PyP .
\end{equation}
Exchanging $x$ and $y$ gives $PyP\,PxP=PyxP-Py\bar PxP$. On subtraction the terms $PxyP$ and $PyxP$ cancel, because $xy=yx$, and there remains
\begin{equation}
[PxP,PyP]=Py\bar PxP-Px\bar PyP .
\label{eq:excursion}
\end{equation}
Each term describes an excursion: one coordinate takes the electron out of the chosen bands and the other brings it back. The two orders of excursion need not have equal amplitudes.

\textbf{Q:} That allows a nonzero commutator but does not say what it is. Which states and which conventions do you need to evaluate it?

\textbf{A:} I take independent electrons in a crystal that is periodic in two dimensions, with cell area $\mathcal V$. The letters $k,r,R,G$ denote two-component vectors, $R$ is a lattice vector and $G$ a reciprocal-lattice vector. Atomic units are used in the algebra. The subspace consists of $N$ bands, separated from all others by a gap at every $k$. The $N$ bands may touch or cross among themselves.

Let $\psi_{nk}=e^{ik\cdot r}u_{nk}$, with $n=1,\dots,N$, be an orthonormal basis of the subspace at $k$. The $u_{nk}$ are cell-periodic and need not be energy eigenstates. With $\langle u_{mk}|u_{nk}\rangle=\delta_{mn}$ over one cell, summing over all cells gives
\begin{equation}
\langle\psi_{mk}|\psi_{nk'}\rangle=\frac{(2\pi)^2}{\mathcal V}\,\delta(k-k')\,\delta_{mn}
\end{equation}
for $k,k'$ in one Brillouin zone. A state in the subspace has amplitudes $f_n(k)$:
\begin{equation}
|f\rangle=\int_k\sum_n f_n(k)|\psi_{nk}\rangle,\qquad
\int_k\equiv\frac{\mathcal V}{(2\pi)^2}\int_{\rm BZ}d^2k .
\end{equation}
Thus $\int_k1=1$ and $\langle f|f\rangle=\int_k f^\dagger f$. I take $f$ smooth, which means that the state falls off in space faster than any power of distance. Its coordinates are then well defined.

\textbf{Q:} May you assume that the basis is smooth in $k$? Numerical eigenvectors carry arbitrary phases.

\textbf{A:} A smooth basis exists near any point $k_0$. The gap makes the projector $P_k=\sum_n|u_{nk}\rangle\langle u_{nk}|$ smooth, so I can project the fixed vectors $u_{nk_0}$ with $P_k$ and orthonormalize them. This works as long as the projected vectors stay independent. One smooth periodic basis for the whole zone may fail to exist. In that case I split $f$ with smooth periodic weights that add up to one, each supported where a basis exists. The operators are linear, so a derivation for one piece is enough.

\textbf{Q:} A Bloch state fills the crystal. How can $x$ act on it?

\textbf{A:} It acts on the packet $|f\rangle$, and the individual Bloch state serves under the integral. With $\partial_x=\partial/\partial k_x$, the product rule gives
\begin{equation}
\partial_x\psi_{nk}=ix\,\psi_{nk}+e^{ik\cdot r}\partial_xu_{nk}.
\end{equation}
Multiplying by $-i$ and solving for $x\psi_{nk}$,
\begin{equation}
x\psi_{nk}=-i\partial_x\psi_{nk}+ie^{ik\cdot r}\partial_xu_{nk}.
\end{equation}
I insert this in $x|f\rangle$ and integrate the first term by parts. The boundary term vanishes because $\sum_nf_n\psi_{nk}$ is periodic in $k$, or, for one piece of $f$, because the piece vanishes at the edge of its patch. The sign changes once:
\begin{equation}
x|f\rangle=\int_k\sum_n\left[(i\partial_xf_n)\,\psi_{nk}
+f_n\,ie^{ik\cdot r}\partial_xu_{nk}\right].
\label{eq:xf}
\end{equation}

\textbf{Q:} The second term may leave the subspace.

\textbf{A:} In general it does. Its overlap with $\psi_{mk}$ is diagonal in $k$ and contains $\langle u_m|\partial_xu_n\rangle$. I therefore define
\begin{equation}
(A_j)_{mn}=i\langle u_m|\partial_ju_n\rangle,\qquad j=x,y .
\end{equation}
Projecting Eq.~\eqref{eq:xf} gives the action of $PxP$ on the column $f$, and the same steps give that of $PyP$:
\begin{equation}
X=i\partial_x+A_x,\qquad Y=i\partial_y+A_y .
\label{eq:XY}
\end{equation}
The matrices $A_j$ are Hermitian. Differentiating $\langle u_m|u_n\rangle=\delta_{mn}$ gives $\langle\partial_ju_m|u_n\rangle=-\langle u_m|\partial_ju_n\rangle$, so $(A_j)_{nm}^*=-i\langle\partial_ju_m|u_n\rangle=(A_j)_{mn}$.

\textbf{Q:} These are differential operators. Why should their commutator not contain derivatives of $f$?

\textbf{A:} Apply both orders to $f$ and keep the order of the matrices:
\begin{align}
XYf&=(i\partial_x+A_x)(i\partial_yf+A_yf)\notag\\
&=-\partial_x\partial_yf+i(\partial_xA_y)f+iA_y\partial_xf
+iA_x\partial_yf+A_xA_yf,\\
YXf&=-\partial_y\partial_xf+i(\partial_yA_x)f+iA_x\partial_yf
+iA_y\partial_xf+A_yA_xf .
\end{align}
Mixed derivatives of a smooth $f$ are equal, and the terms with one derivative of $f$ occur in both lines. Subtraction leaves
\begin{equation}
[X,Y]f=\{i(\partial_xA_y-\partial_yA_x)+[A_x,A_y]\}f .
\end{equation}
Taking out a factor $i$ turns $[A_x,A_y]$ into $-i[A_x,A_y]$, since $i(-i)=1$. Hence
\begin{equation}
[PxP,PyP]\;\longrightarrow\;i\Omega(k),\qquad
\Omega=\partial_xA_y-\partial_yA_x-i[A_x,A_y].
\label{eq:main}
\end{equation}
The matrix $\Omega$ is the non-Abelian Berry curvature. The commutator multiplies $f(k)$ by a matrix at the same $k$.

\textbf{Q:} So the commutator is not the curvature itself, but $i$ times it?

\textbf{A:} Yes, and Hermiticity requires the factor. The commutator of two Hermitian operators is anti-Hermitian, whereas $\Omega$ is Hermitian. The curvature has the dimension of length squared, as a product of two coordinates must.

\textbf{Q:} The matrices $A_j$ depend on the basis. Could another basis remove $\Omega$?

\textbf{A:} No. Let $u'_n=\sum_mu_mV_{mn}(k)$ with $V$ smooth and unitary. The same state has amplitudes $f'=V^\dagger f$, so
\begin{equation}
X'=V^\dagger(i\partial_x+A_x)V
=i\partial_x+V^\dagger A_xV+iV^\dagger\partial_xV .
\end{equation}
The last two terms are $A'_x$. Since $VV^\dagger=1$, the commutator becomes $[X',Y']=V^\dagger[X,Y]V$, and therefore
\begin{equation}
\Omega'=V^\dagger\Omega V .
\end{equation}
A change of basis rotates $\Omega$ but keeps its eigenvalues. For one band $V$ is a phase and $\Omega$ does not change at all.

\textbf{Q:} How does this agree with the excursions you began with?

\textbf{A:} Part of Eq.~\eqref{eq:xf} lies outside the subspace. Its first term lies inside, so $\bar PxP$ turns $u_n$ into $i\bar P_k\partial_xu_n$, where $\bar P_k=1-P_k$. Taking the adjoint for the return path, Eq.~\eqref{eq:excursion} has the matrix elements
\begin{equation}
i\Omega_{mn}=\langle\partial_yu_m|\bar P_k|\partial_xu_n\rangle
-\langle\partial_xu_m|\bar P_k|\partial_yu_n\rangle .
\label{eq:Q}
\end{equation}
There is also a form without derivatives of basis vectors. Differentiating $P_ku_n=u_n$ gives $(\partial_jP_k)u_n=\bar P_k\partial_ju_n$, with adjoint $\langle u_m|\partial_jP_k=\langle\partial_ju_m|\bar P_k$. Multiplying Eq.~\eqref{eq:Q} by $-i$ and inserting these relations,
\begin{equation}
\hat\Omega(k)=iP_k[\partial_xP_k,\partial_yP_k]P_k .
\label{eq:projector}
\end{equation}
The phases of the eigenvectors have dropped out.

\textbf{Q:} I would like a case with two bands that I can work by hand.

\textbf{A:} Take a square lattice with four orbitals per cell, an orbital pair (Pauli matrices $\sigma$) times spin (Pauli matrices $s$), and
\begin{gather}
H=\sum_{i=1}^4d_i\Gamma_i,\qquad
\Gamma=(\sigma_xs_z,\ \sigma_y,\ \sigma_z,\ \sigma_xs_x),\\
d_1=v\sin k_xa,\qquad d_2=v\sin k_ya,\notag\\
d_3=M+B(2-\cos k_xa-\cos k_ya),\qquad
d_4=w\sin(k_x+k_y)a .\notag
\end{gather}
The round parameters are $a=4.0$ \AA, $v=1.0$, $w=0.8$, $M=1.5$ and $B=0.5$ eV; they stand for no particular material. The position operator is diagonal in the orbitals, which all sit at the lattice points. Widths within orbitals and dipoles between them are left out.

The $\Gamma_i$ anticommute and square to one, so $H^2=|d|^2$. The energies are $\pm|d|$, each twofold because $H$ has no trace. I fill the lower pair. The smallest direct gap on the mesh is $2M=3.0$ eV, at $k=0$. With $\hat d=d/|d|$ the projector is $P_k=\frac12(1-\hat d\cdot\Gamma)$, and
\begin{equation}
\hat\Omega=\frac i4P_k[\partial_x\hat d\cdot\Gamma,\,
\partial_y\hat d\cdot\Gamma]P_k .
\label{eq:model}
\end{equation}

At $k=0$, $d=(0,0,M,0)$, and the derivatives of $d$ are perpendicular to $d$. The length $|d|$ is then stationary, and
\begin{equation}
\partial_x\hat d=\frac aM(v,0,0,w),\qquad
\partial_y\hat d=\frac aM(0,v,0,w).
\end{equation}
Because $[\Gamma_i,\Gamma_j]=2\Gamma_i\Gamma_j$ for $i\ne j$, the commutator in Eq.~\eqref{eq:model} equals
\begin{equation}
\frac{2a^2}{M^2}\left(v^2\Gamma_1\Gamma_2+vw\,\Gamma_1\Gamma_4
-vw\,\Gamma_2\Gamma_4\right).
\end{equation}
The filled states have $\sigma_z=-1$. There $\Gamma_1\Gamma_2=i\sigma_zs_z=-is_z$, $\Gamma_1\Gamma_4=s_zs_x=is_y$ and $\Gamma_2\Gamma_4=-i\sigma_zs_x=is_x$. The prefactor $i/4$ then gives
\begin{equation}
\Omega(0)=\frac{a^2}{2M^2}\left(vw\,s_x-vw\,s_y+v^2s_z\right).
\end{equation}
The eigenvalues are plus and minus the length of this vector:
\begin{equation}
\pm\frac{a^2v}{2M^2}\sqrt{v^2+2w^2}
=\pm\frac{16}{4.5}\sqrt{2.28}\ \text{\AA}^2
=\pm5.37\ \text{\AA}^2,
\end{equation}
or $\pm19.2$ bohr$^2$. For fixed $v$, $w$ and $a$, a larger $M$ widens the gap at $k=0$ and reduces the curvature there as $1/M^2$.

\textbf{Q:} Does the term $-i[A_x,A_y]$ matter, or would the curl do?

\textbf{A:} It matters. To obtain a smooth basis, project the two lower orbitals, $\sigma_z=-1$, onto the filled bands and orthonormalize them symmetrically. At $k=(0.3,0.2)$ \AA$^{-1}$ the coefficients of $(s_x,s_y,s_z)$, in \AA$^2$, are
\begin{align}
\text{curl:}\quad&(-0.5043,\;0.2423,\;0.1301),\notag\\
-i[A_x,A_y]:\quad&(0.0327,\,-0.0251,\,-0.0255),\notag\\
\Omega:\quad&(-0.4716,\;0.2171,\;0.1046).\notag
\end{align}
The first two rows add to the third within rounding; the third was computed separately from Eq.~\eqref{eq:projector}. Now rotate the basis by $V=e^{i\alpha s_x}e^{i\beta s_z}$ with
\begin{equation}
\alpha=0.4\sin k_xa+0.2\cos k_ya,\qquad
\beta=0.3\sin k_ya-0.2\cos k_xa .
\end{equation}
The full curvature follows $V^\dagger\Omega V$ within $3\times10^{-6}$ \AA$^2$. The curl alone misses the corresponding rule by up to 4.1 \AA$^2$.

\textbf{Q:} All this rests on integration by parts in $k$. Can the commutator be found without using $k$?

\textbf{A:} Yes, in a finite cluster with open edges. There $x$ and $y$ are ordinary diagonal matrices, and $P$ is built from the filled eigenvectors. I form $PxPyP-PyPxP$ and read the columns that belong to the central cell. For orbitals $\alpha,\beta$ at positions $\tau_\alpha,\tau_\beta$ within the cell, Eq.~\eqref{eq:main} predicts the blocks
\begin{equation}
\langle R\alpha|[PxP,PyP]|0\beta\rangle=
\int_ke^{ik\cdot(R+\tau_\alpha-\tau_\beta)}\,i\hat\Omega_{\alpha\beta}(k).
\end{equation}
I compare blocks up to three cells away in each direction. Relative to the largest predicted element, the greatest deviation is $2.2\times10^{-3}$ for $9\times9$ cells and $1.2\times10^{-6}$ for $17\times17$; it falls as the edges recede. Keeping the hopping but moving the four orbitals to $a(0,0)$, $a(0.1,0)$, $a(0.3,0.1)$ and $a(0.2,-0.2)$ again gives $1.2\times10^{-6}$ in the larger cluster.

The commutator of the projected coordinates $PxP$ and $PyP$ is $i$ times the non-Abelian Berry curvature $\Omega(k)$, and finite clusters with open edges confirm this without using $k$. It remains to find what this curvature means for Wannier functions: when they can diagonalize both projected coordinates, and how nearly they can do so otherwise.
